# Summation error bounds and irreproducible last digits in parallel total energies

## Definitions and conventions

A total energy is assembled by adding many contributions $x_1,\dots,x_n$: integrals, grid points or pair terms. The $x_i$ are taken as given double-precision numbers, so that only the error of adding them is studied. Write

$$S=\sum_{i=1}^n x_i,\qquad A=\sum_{i=1}^n |x_i|,$$

both in exact arithmetic, and $\hat S$ for the computed sum. The error is $\hat S-S$. Energies are in hartree.

A double has 53 significant bits. Between $2^e$ and $2^{e+1}$ neighbouring doubles are $2^{e-52}$ apart; this spacing is called the ulp. Rounding is to the nearest double, and a tie goes to the neighbour whose last bit is zero. The error of one rounding is at most half a spacing, $2^{e-53}$, while the number itself is at least $2^e$. Hence

$$\mathrm{fl}(a\pm b)=(a\pm b)(1+\delta),\qquad |\delta|\le u=2^{-53}\approx1.11\times10^{-16}.\tag{1}$$

Overflow is excluded. Very small results do no harm, because a sum of doubles below the normal range is a multiple of the smallest spacing and is exact. It is also assumed that $nu\ll1$.

Since $2^{16}<10^5<2^{17}$, the spacing at $10^5$ hartree is $g=2^{-36}\approx1.46\times10^{-11}$ hartree. No summation method can return a finer double-precision answer there.

## Four terms by hand

Let $M=10^5$ and $h=g/2$, and add $M,h,h,h$. The exact sum is $M+3h$. The signs are positive for convenience; reversing all of them reverses the result, because the rounding rule is symmetric. The number $M$ is an even multiple of $g$, so ties next to it round to $M$.

**Naive summation** adds from left to right. The first step, $M+h$, is a tie and returns $M$. The next two steps repeat it. The result is $M$, with error $-3h$.

**Pairwise summation** adds neighbours, then the results. Here $\mathrm{fl}(M+h)=M$ and $h+h=g$ without error, so the result is $M+g$, with error $-h$.

**Naive summation in the order** $h,h,h,M$ first forms $3h$ without error. Then $M+3h$ lies midway between $M+g$ and $M+2g$. The even multiple wins, and the error is $+h$.

**Kahan summation** carries a correction $c$, the excess that the last addition put into the running sum $s$. Starting from $s=c=0$, each term $x$ is processed by

$$y=x-c,\quad t=s+y,\quad c=(t-s)-y,\quad s=t.$$

| term | $y$ | new $s$ | new $c$ |
|---|---|---|---|
| $M$ | $M$ | $M$ | $0$ |
| $h$ | $h$ | $M$ | $-h$ |
| $h$ | $2h$ | $M+g$ | $0$ |
| $h$ | $h$ | $M+2g$ | $h$ |

The second row loses $h$ but records the loss; the third row restores it. The final error is $+h$.

The pairwise calculation is also what two processes do if each adds two terms and the partial sums are then combined. One process returns $M$, two return $M+g$. Both programs are correct and neither has changed a term: floating-point addition is not associative.

## The bound for any order of addition

Follow one term through the naive sum of four numbers. By (1),

$$\hat S=\Big(\big((x_1+x_2)(1+\delta_1)+x_3\big)(1+\delta_2)+x_4\Big)(1+\delta_3).$$

The term $x_1$ is multiplied by three factors, $x_3$ by two and $x_4$ by one. In general, any order of addition is a binary tree, and each term acquires one factor $1+\delta$ for every addition between it and the root. If the largest number of such additions is the depth $d$, a product of at most $d$ factors must be bounded.

Because $(1+u)(1-u)\le1$, and because $(1-u)^d\ge1-du$ by Bernoulli's inequality,

$$(1+u)^d\le\frac1{(1-u)^d}\le\frac1{1-du}=1+\gamma_d,\qquad \gamma_d=\frac{du}{1-du}.$$

From below, the product is at least $(1-u)^d\ge1-du\ge1-\gamma_d$. It therefore differs from 1 by at most $\gamma_d$, and

$$|\hat S-S|\le\gamma_d\sum_i|x_i|=\gamma_dA.\tag{2}$$

The methods differ in depth:

- Naive summation has $d=n-1$.
- Pairwise summation has $d=\lceil\log_2 n\rceil$.
- $P$ processes with $n/P$ terms each, adding naively and combining their partial sums in a tree, have $d=n/P-1+\lceil\log_2P\rceil$.

Naive and pairwise summation both use $n-1$ additions, so the smaller bound costs no extra arithmetic. Two trees with depths $d$ and $d'$ can differ by at most $(\gamma_d+\gamma_{d'})A$, by the triangle inequality.

These bounds cannot be improved to leading order in $u$. For naive summation take $1,u,u,\dots$: every addition is a tie that returns 1, so all $n-1$ small terms are lost. For pairwise summation number the positions from zero, put 1 at position 0, $u$ at positions $1,2,4,8,\dots$, and zero elsewhere. At each level the left partial sum is 1 and its partner is $u$, which is lost. With $n=4096$ the computed errors are $4095u$ and $12u$, equal to the respective bounds to six decimals.

Dividing (2) by $|S|$ gives a relative error of at most $\gamma_dA/|S|$. The ratio $A/|S|$ is 1 if all terms have one sign and grows with cancellation.

## The bound for Kahan summation

Let $\eta_i,\alpha_i,\beta_i$ be the relative rounding errors of the three subtractions in step $i$, and $\rho_i$ the absolute rounding error of $t$. Then

$$y_i=(x_i-c_{i-1})(1+\eta_i),\qquad s_i=s_{i-1}+y_i+\rho_i,$$

$$c_i=\big[(y_i+\rho_i)(1+\alpha_i)-y_i\big](1+\beta_i)=\rho_i(1+\alpha_i)(1+\beta_i)+\alpha_i(1+\beta_i)y_i.$$

The quantity to follow is the corrected sum $T_i=s_i-c_i$. Inserting the expressions for $s_i$ and $c_i$,

$$T_i=s_{i-1}+y_i-\rho_i(\alpha_i+\beta_i+\alpha_i\beta_i)-\alpha_i(1+\beta_i)y_i.$$

The large error $\rho_i$ has cancelled, leaving it multiplied by another rounding error. With $y_i=x_i-c_{i-1}+\eta_i(x_i-c_{i-1})$ and $s_{i-1}-c_{i-1}=T_{i-1}$,

$$T_i-T_{i-1}-x_i=\eta_i(x_i-c_{i-1})-\alpha_i(1+\beta_i)y_i-\rho_i(\alpha_i+\beta_i+\alpha_i\beta_i).\tag{3}$$

The returned number is $s_n$, not $T_n$. Its last step is $s_n=T_{n-1}+x_n+\eta_n(x_n-c_{n-1})+\rho_n$. Summing (3) up to $n-1$, with $T_0=0$, gives

$$s_n-S=\rho_n+\sum_{i=1}^n\eta_i(x_i-c_{i-1})-\sum_{i=1}^{n-1}\big[\alpha_i(1+\beta_i)y_i+\rho_i(\alpha_i+\beta_i+\alpha_i\beta_i)\big].\tag{4}$$

To first order in $u$, the final rounding contributes at most $u|S|$, and the $\eta$ and $\alpha$ terms contribute at most $uA$ each.

For the second-order terms, $|s_i|$ is at most $A$ to leading order. Thus $|\rho_i|$ is at most about $uA$, and $|c_i|$ at most about $2uA$. In one step, $\eta_ic_{i-1}$, the part of $\alpha_iy_i$ containing $c_{i-1}$, and $\rho_i(\alpha_i+\beta_i)$ each contribute at most $2u^2A$, together $6u^2A$. Products of two errors with $x_i$ add at most $2u^2A$ over the whole sum, and replacing $|s_n|$ by $|S|$ in the final rounding adds $3u^2A$. Since $c_0=0$ and the first step is exact, the count is at most $6(n-1)+5$, and $8n$ leaves room for the neglected higher orders. Therefore

$$|s_n-S|\le u|S|+2uA+8nu^2A\le(3u+8nu^2)A.\tag{5}$$

The first-order part does not grow with $n$. The price is four floating-point operations per term instead of one. A compiler allowed to treat addition as associative may simplify $(t-s)-y$ to zero, which turns the method back into naive summation.

### When the constant is two

Suppose that $|s|\ge|y|$ in every step after the first. Then $\alpha=\beta=0$. The proof uses Sterbenz's lemma: if $a,b>0$ are doubles with $b/2\le a\le2b$, then $a-b$ is exact. Indeed, $a-b$ is a multiple of the spacing of the smaller number and no larger than that number, so it fits into 53 bits.

Take $s>0$; the other sign is the mirror image.

- If $y\ge0$, then $s\le s+y\le2s$. Rounding preserves order, so $s\le t\le2s$, and $t-s$ is exact by the lemma.
- If $y<0$ and $|y|\ge s/2$, then $s+y$ is itself exact. So $t-s=y$.
- If $y<0$ and $|y|<s/2$, then $s/2\le t\le s$, and the lemma applies again.

Hence $t-s$ is exact and $(t-s)-y=\rho$. This $\rho$ is a multiple of the spacing of $y$. It also satisfies $|\rho|\le|y|$, because the double $s$ lies only $|y|$ away from $s+y$ and $t$ is at least as near. So $\rho$ is representable and $c=\rho$. Equation (4) loses its $\alpha$ and $\beta$ terms, and the leading bound becomes $u|S|+uA\le2uA$. The condition is sufficient for this constant; it is not shown to be necessary.

In 3000 random pairs the correction was never inexact for $|s|\ge|y|$, and was inexact 1178 times for $|s|<|y|$.

### Kahan summation still depends on order

For the order $1,10^{100},1,-10^{100}$ the method returns 0. In the second step $t-s$ rounds to $10^{100}$, so $c=0$ and the first 1 is lost unrecorded. The second 1 is recorded as $c=-1$, but disappears when $-10^{100}+1$ is rounded. The order $10^{100},-10^{100},1,1$ returns 2. This does not contradict (5), since $A\approx2\times10^{100}$. A small error bound is not a guarantee of identical bits.

## Typical errors

The naive bound requires all rounding errors to conspire. A statistical estimate instead treats the error of each partial sum $s_k$ as independent and uniform between $-\mathrm{ulp}(s_k)/2$ and $+\mathrm{ulp}(s_k)/2$. A uniform variable of width $w$ has variance $w^{-1}\int_{-w/2}^{w/2}z^2dz=w^2/12$. Variances add, so

$$\epsilon_{\rm rms}\approx\Big[\frac1{12}\sum_{k=2}^n\mathrm{ulp}(s_k)^2\Big]^{1/2}.\tag{6}$$

This is a model, not a bound; the sequence $1,u,u,\dots$ violates it. It shows which orders are noisy: those whose intermediate sums are large, even if the final energy is not.

## A total energy of $-10^5$ hartree

Consider two model lists of $n=2^{20}=1\,048\,576$ contributions, each with $S\approx-10^5$ hartree. In the one-sign list all terms are negative and $A=10^5$ hartree.

The cancelling list imitates separately stored Coulomb energies. Their size follows from a ball of $N$ electrons with uniform density and radius $R$. Build the ball from shells: the charge inside $r$ is $q=Nr^3/R^3$, and adding $dq=3Nr^2dr/R^3$ costs $q\,dq/r$ in atomic units. Thus

$$U=\frac{3N^2}{R^6}\int_0^Rr^4dr=\frac{3N^2}{5R}.$$

For $N=10^4$ and 0.05 electrons per cubic bohr, $R=36.28$ bohr and $U=0.6\times10^8/36.28\approx1.654\times10^6$ hartree. If the nuclear charge is smeared over the same ball, the electron repulsion and the nuclear repulsion are $+U$ each and the attraction is $-2U$. The remaining $-10^5$ hartree is placed in the attraction channel. This gives $A=4U+10^5\approx6.72\times10^6$ hartree and $A/|S|\approx67$. It is a model of cancellation, not a computed molecule. At fixed density $R\propto N^{1/3}$, so $U\propto N^{5/3}$; if the total energy grows as $N$, the ratio $A/|S|$ grows as $N^{2/3}$ once $U$ dominates.

For the one-sign list, the leading bounds are

- naive: $(n-1)uA\approx1.2\times10^{-5}$ hartree;
- pairwise: $20uA\approx2.2\times10^{-10}$ hartree;
- Kahan: $3uA\approx3.3\times10^{-11}$ hartree.

For the cancelling list all three are about 67 times larger: $7.8\times10^{-4}$, $1.5\times10^{-8}$ and $2.2\times10^{-9}$ hartree.

The actual errors, measured against exact integer sums over 40 random orders, are much smaller for naive summation. The one-sign list has an rms error of $3.6\times10^{-9}$ hartree, against $2.8\times10^{-9}$ from (6). The orders are not independent samples. While the partial sum stays between two neighbouring powers of two, it lies on a fixed grid, and the rounding error of a term there depends on the term but, apart from ties, not on its position. Different orders of one list therefore share part of their error, and the rms for a single list can differ noticeably from (6).

For the cancelling list the order is decisive. Added channel by channel, the partial sum climbs to $2U$, where the spacing is $4.7\times10^{-10}$ hartree. The naive rms error is then $8.6\times10^{-8}$ hartree. With the channels mixed at random it is $2.8\times10^{-9}$ hartree, about 31 times less, although $A$ and the bound (2) are unchanged. Equation (6) gives $9.2\times10^{-8}$ and $2.8\times10^{-9}$ hartree.

Pairwise rms errors are $7.4\times10^{-12}$ hartree for the one-sign list and $1.2\times10^{-10}$ hartree for the cancelling list by channel. Kahan summation, tried in four orders of each kind, had errors of at most $7.0\times10^{-12}$ hartree. That is below half a spacing, $7.3\times10^{-12}$ hartree, so it returned the nearest double each time.

## Changing the processes and the arrival order

Now leave the terms in place and change only the number of processes. Each adds a contiguous block naively, and a fixed tree combines the partial sums. The deviations from $-10^5$ hartree, in units of $10^{-9}$ hartree, include:

| $P$ | one-sign | cancelling |
|---|---|---|
| 1 | $+0.71$ | $+1.94$ |
| 4 | $+0.55$ | $-27.94$ |
| 16 | $+0.23$ | $+25.15$ |
| 64 | $-0.03$ | $-3.73$ |

Over the seven counts tried, the powers of 4 from 1 to 4096, the energies spread by $7.4\times10^{-10}$ hartree for the one-sign list and by $5.3\times10^{-8}$ hartree for the cancelling list. The latter is a relative change of $5.3\times10^{-13}$ in the total energy, yet it reaches the eighth decimal. The small error at $P=1$ in the cancelling list is one sample from a distribution whose rms is far larger. As $P$ rises to 4096 the depth falls from $1\,048\,575$ to $255+12=267$, so the bound tightens: here more processes permit a more accurate sum.

At fixed $P$, a tree with fixed positions gives the same bits from the same terms. If partial sums are instead added as they arrive, timing chooses the order. For 64 processes and 1000 random arrival orders, the one-sign list gives 11 different energies, spread over $1.5\times10^{-10}$ hartree, or ten spacings. The cancelling list gives 60 energies, spread over $1.0\times10^{-9}$ hartree.

Kahan summation inside each process does not remove this: the counts become 9 and 62, with spreads of $1.2\times10^{-10}$ and $1.2\times10^{-9}$ hartree. The variation arises in the 63 final additions, which remain uncompensated.

Such changes matter most in energy differences. If each energy may shift by $\epsilon$, the derivative $[E(+a)-E(-a)]/(2a)$ may shift by $\epsilon/a$, and the second derivative $[E(+a)-2E(0)+E(-a)]/a^2$ by $4\epsilon/a^2$. Reducing the displacement $a$ amplifies the summation noise.

## Making the sum reproducible

One remedy is to fix the whole tree, including the division into blocks, independently of $P$ and of timing. Another is to add integers. Replace each term by $q_i$, the integer nearest to $2^kx_i$, and return $2^{-k}\sum_iq_i$. Integer addition is associative, so order and partition cannot matter, provided that no sum overflows. For signed 64-bit integers it suffices that $2^kA+n<2^{63}$. Each term is displaced by at most $2^{-k-1}$, so the total error is at most $n2^{-k-1}$, before any final conversion to a double.

With $k=40$ both lists satisfy the overflow condition. The error bound is $4.8\times10^{-7}$ hartree, and the actual errors are $2.7\times10^{-11}$ and $3.5\times10^{-11}$ hartree. Both are fortunate: if the $n$ roundings are treated as independent and uniform, the expected rms error is $2^{-k}\sqrt{n/12}\approx2.7\times10^{-10}$ hartree. All orders and partitions tried gave the same integer. The guaranteed accuracy is nevertheless worse than that of Kahan summation: reproducibility and accuracy are separate properties. A wider integer permits a larger $k$ and reduces the bound as $2^{-k}$.

Both remedies control only the addition; they do not make the $x_i$ themselves reproducible. If a different number of processes changes how an individual contribution is calculated, that difference can pass into the sum. Rounding to integers removes it if every $q_i$ stays the same, but a change in a single $q_i$ changes the sum. The numerical output lists the bounds, errors and energies in full.

## Values computed for the example and the checks

```
unit roundoff u = 1.1102e-16
spacing of doubles at 1e5 hartree = 1.4552e-11 hartree
three-term sum, change with bracketing = 1.4552e-11 hartree
worst case naive, n=4096: error/u = 4095.0, error/bound = 1.000000
worst case pairwise, n=4096: error/u = 12.0, error/bound = 1.000000
float32 trials n=4: max error/(u A) naive 2.334, pairwise 1.927, Kahan 1.695
float32 trials n=256: max error/(u A) naive 3.244, pairwise 0.722, Kahan 0.367
inexact corrections in 3000 pairs: |s|>=|y| 0, |s|<|y| 1178
Kahan sum of 1, 1, 1e100, -1e100 in two orders = 0.0, 2.0
ball: 10000 electrons, 0.05 electrons/bohr^3, R = 36.278 bohr
ball Coulomb energy U = 1.6539e+06 hartree
spacing of doubles at 2U = 4.6566e-10 hartree
number of contributions n = 1048576
one-sign: exact sum = -100000.00000000001 hartree, A = 1.0000e+05 hartree, A/|S| = 1.00
  bounds: naive 1.164e-05, pairwise 2.220e-10, Kahan 3.331e-11 hartree
cancelling: exact sum = -100000.00000000003 hartree, A = 6.7155e+06 hartree, A/|S| = 67.16
  bounds: naive 7.818e-04, pairwise 1.491e-08, Kahan 2.237e-09 hartree
one-sign, shuffled, 40 orders: naive rms 3.579e-09 (model 2.848e-09) hartree
  pairwise rms 7.412e-12, Kahan max (4 orders) 7.033e-12 hartree
cancelling, by channel, 40 orders: naive rms 8.555e-08 (model 9.233e-08) hartree
  pairwise rms 1.150e-10, Kahan max (4 orders) 1.706e-12 hartree
cancelling, shuffled, 40 orders: naive rms 2.796e-09 (model 2.815e-09) hartree
  pairwise rms 1.706e-12, Kahan max (4 orders) 1.706e-12 hartree
cancelling list, naive rms by channel / shuffled = 30.6
ranks, one-sign energy, cancelling energy (hartree):
      1  -99999.99999999929  -99999.99999999806
      4  -99999.99999999945  -100000.00000002794
     16  -99999.99999999977  -99999.99999997485
     64  -100000.00000000003  -100000.00000000373
    256  -100000.00000000003  -100000.00000000047
   1024  -100000.00000000000  -100000.00000000000
   4096  -100000.00000000001  -100000.00000000000
one-sign: spread over rank counts = 7.421e-10 hartree
cancelling: spread over rank counts = 5.309e-08 hartree
one-sign, 64 ranks, local naive, 1000 arrivals: 11 values, spread 1.455e-10 hartree
one-sign, 64 ranks, local Kahan, 1000 arrivals: 9 values, spread 1.164e-10 hartree
cancelling, 64 ranks, local naive, 1000 arrivals: 60 values, spread 1.033e-09 hartree
cancelling, 64 ranks, local Kahan, 1000 arrivals: 62 values, spread 1.208e-09 hartree
fixed-point step 2^-40 = 9.0949e-13 hartree, error bound 4.768e-07 hartree
one-sign: fixed-point error = 2.662e-11 hartree, same integer in all orders tried
cancelling: fixed-point error = 3.536e-11 hartree, same integer in all orders tried
```
